# Permittivity and interfacial contribution from two high-k films: a program that tests the result

```python
# Result under test: for a high-k film of thickness t and permittivity k on a
# fixed interface, EOT = b + (3.9/k) t. Two films therefore give
#   k = 3.9 (t2 - t1)/(EOT2 - EOT1),   b = EOT1 - 3.9 t1/k.
# EOT: equivalent oxide thickness (nm); b: interfacial part of EOT (nm).
# The independent road is a numerical Poisson solution of the layered stack,
# with the capacitance taken from the electrostatic field energy.
import itertools
import numpy as np
from scipy.constants import epsilon_0, physical_constants
from scipy.linalg import solve_banded

K_OX = 3.9
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_NM = physical_constants["Bohr radius"][0] * 1e9


def extract(t1, t2, eot1, eot2):
    k = K_OX * (t2 - t1) / (eot2 - eot1)
    return k, eot1 - K_OX * t1 / k


def solve_stack(layers, bias=1.0, cells=800):
    """layers: (thickness in nm, permittivity number or function of depth).
    Returns C/A in F/m^2, EOT in nm, and mean field of each layer in MV/cm."""
    widths, perms = [], []
    for thickness, perm in layers:
        h = thickness / cells
        centre = (np.arange(cells) + 0.5) * h
        widths.append(np.full(cells, h))
        perms.append(perm(centre) if callable(perm) else np.full(cells, perm))
    width, perm = np.concatenate(widths), np.concatenate(perms)
    link = perm / width
    n = len(width) - 1
    band = np.zeros((3, n))
    band[0, 1:] = -link[1:-1]
    band[1] = link[:-1] + link[1:]
    band[2, :-1] = -link[1:-1]
    rhs = np.zeros(n)
    rhs[-1] = link[-1] * bias
    phi = np.concatenate(([0.0], solve_banded((1, 1), band, rhs), [bias]))
    field = np.diff(phi) / width                       # V/nm
    cap = epsilon_0 * 1e9 * np.sum(perm * field**2 * width) / bias**2
    eot = K_OX * epsilon_0 / cap * 1e9
    mean_fields = field.reshape(len(layers), cells).mean(axis=1) * 10.0
    return cap, eot, mean_fields


# Extraction from the data
t1, t2, eot1, eot2 = 3.0, 7.0, 1.00, 1.60
k_film, b = extract(t1, t2, eot1, eot2)
slope = K_OX / k_film
assert abs(k_film - 26) < 1e-9 and abs(b - 0.55) < 1e-9

# Forward Poisson solution must return the data, for two kinds of interlayer
k_inter = 5.0
inter_thickness = k_inter * b / K_OX
for inter in ((b, K_OX), (inter_thickness, k_inter)):
    for t, eot in ((t1, eot1), (t2, eot2)):
        assert abs(solve_stack([inter, (t, k_film)])[1] - eot) < 1e-7
cap1, _, fields1 = solve_stack([(b, K_OX), (t1, k_film)])
cap2, _, fields2 = solve_stack([(b, K_OX), (t2, k_film)])
for eot, fields in ((eot1, fields1), (eot2, fields2)):
    assert np.allclose(fields, [10 / eot, 10 * K_OX / (k_film * eot)], rtol=1e-6)

# Blind recovery of a different stack
sim = [solve_stack([(0.8, 5.0), (t, 18.0)])[1] for t in (2.0, 6.0)]
k_blind, b_blind = extract(2.0, 6.0, *sim)
assert abs(k_blind - 18) < 1e-5 and abs(b_blind - K_OX * 0.8 / 5.0) < 1e-6

# Graded permittivity inside the film imitates an interlayer
k_surface, grade_length = 6.0, 0.3


def graded(z):
    return k_film - (k_film - k_surface) * np.exp(-z / grade_length)


sim = [solve_stack([(t, graded)], cells=4000)[1] for t in (t1, t2)]
k_graded, b_graded = extract(t1, t2, *sim)
b_graded_formula = K_OX * grade_length / k_film * np.log(k_film / k_surface)
assert abs(k_graded - k_film) < 0.01        # small exponential tail at 3 nm
assert abs(b_graded - b_graded_formula) < 1e-4

# Uncertainty formulas against random sampling
sig_e, sig_t = 0.02, 0.10
sig_k = k_film * np.sqrt(2 * ((sig_e / (eot2 - eot1))**2 + (sig_t / (t2 - t1))**2))
sig_b = np.sqrt((t1**2 + t2**2) * (sig_e**2 + (slope * sig_t)**2)) / (t2 - t1)
rng = np.random.default_rng(7)
noise = rng.standard_normal((4, 400000))
k_s, b_s = extract(t1 + sig_t * noise[0], t2 + sig_t * noise[1],
                   eot1 + sig_e * noise[2], eot2 + sig_e * noise[3])
# linearized formulas: corrections of about one percent are expected
assert abs(k_s.std() / sig_k - 1) < 0.03
assert abs(b_s.std() / sig_b - 1) < 0.03
corners = np.array([extract(t1, t2, eot1 + p, eot2 + q)
                    for p, q in itertools.product((-0.005, 0.005), repeat=2)])

# Another interpretation of the same data: thinner film has lower permittivity
k_thin = 20.0
b_alt = eot1 - K_OX * t1 / k_thin
k_thick = K_OX * t2 / (eot2 - b_alt)
assert abs(solve_stack([(b_alt, K_OX), (t1, k_thin)])[1] - eot1) < 1e-7
assert abs(solve_stack([(b_alt, K_OX), (t2, k_thick)])[1] - eot2) < 1e-7
t3 = 5.0
eot3 = solve_stack([(b, K_OX), (t3, k_film)])[1]
eot3_low = solve_stack([(b_alt, K_OX), (t3, k_thin)])[1]
eot3_high = solve_stack([(b_alt, K_OX), (t3, k_thick)])[1]
assert abs(eot3 - (eot1 + eot2) / 2) < 1e-7
assert min(abs(eot3_low - eot3), abs(eot3_high - eot3)) > sig_e

# Uncorrected silicon charge depth changes b and leaves k alone
k_si, depth = 11.7, 1.0
sim = [solve_stack([(depth, k_si), (b, K_OX), (t, k_film)])[1] for t in (t1, t2)]
k_depth, b_depth = extract(t1, t2, *sim)
assert abs(k_depth - k_film) < 1e-5
assert abs(b_depth - b - K_OX * depth / k_si) < 1e-6

# Direct tunnelling from silicon through interlayer and high-k film
barrier_il, barrier_hk, mass_il, mass_hk = 3.1, 1.5, 0.5, 0.15
attempt_rate, frequency = 1e13, 1e6


def barrier_segments(t, bias):
    drop = bias * b / (b + slope * t)
    return [(b, mass_il, barrier_il, barrier_il - drop),
            (t, mass_hk, barrier_hk - drop, barrier_hk - bias)]


def wkb_transmission(t, bias):
    exponent = 0.0
    for length, mass, start, end in barrier_segments(t, bias):
        ua, ub = start / HARTREE_EV, end / HARTREE_EV
        mean_root = (2 / 3) * (ua**1.5 - ub**1.5) / (ua - ub)
        exponent += 2 * np.sqrt(2 * mass) * mean_root * length / BOHR_NM
    return np.exp(-exponent)


def wave_transmission(t, bias, slices=1500):
    # velocities for 0.2 eV in silicon (mass 0.916) and 5 eV in the metal
    v_left = np.sqrt(2 * 0.2 / HARTREE_EV / 0.916)
    v_right = np.sqrt(2 * 5.0 / HARTREE_EV)
    psi, flux = 1.0 + 0j, 1j * v_right                 # flux = psi'/mass
    for length, mass, start, end in reversed(barrier_segments(t, bias)):
        d = length / BOHR_NM / slices
        for j in reversed(range(slices)):
            u = (start + (end - start) * (j + 0.5) / slices) / HARTREE_EV
            kappa = np.sqrt(2 * mass * u)
            ch, sh = np.cosh(kappa * d), np.sinh(kappa * d)
            psi, flux = (psi * ch - mass / kappa * flux * sh,
                         flux * ch - kappa / mass * psi * sh)
    incident = (psi + flux / (1j * v_left)) / 2
    return v_right / v_left / abs(incident)**2


bias = 1.0
trans, wave, leak, loss = [], [], [], []
for t, cap in ((t1, cap1), (t2, cap2)):
    trans.append(wkb_transmission(t, bias))
    wave.append(wave_transmission(t, bias))
    # the exponential omits a prefactor of order one
    assert abs(np.log(wave[-1] / trans[-1])) < 1.2
    leak.append(cap * 1e-4 * bias * attempt_rate * trans[-1])
    dv = 1e-3
    deriv = ((bias + dv) * wkb_transmission(t, bias + dv)
             - (bias - dv) * wkb_transmission(t, bias - dv)) / (2 * dv)
    loss.append(attempt_rate * deriv / (2 * np.pi * frequency))
assert loss[1] < 1e-3 * loss[0]

print(f"Film thicknesses: {t1:.2f}, {t2:.2f} nm")
print(f"Equivalent oxide thicknesses: {eot1:.2f}, {eot2:.2f} nm")
print(f"Reference oxide permittivity: {K_OX:.1f}")
print(f"Slope dEOT/dt: {slope:.4f}")
print(f"Extracted permittivity: {k_film:.3f}")
print(f"Interfacial contribution b: {b:.4f} nm")
print(f"High-k parts of EOT: {slope*t1:.3f}, {slope*t2:.3f} nm")
print(f"Capacitances: {cap1*100:.3f}, {cap2*100:.3f} uF/cm2")
print(f"Single-layer permittivities: {K_OX*t1/eot1:.2f}, {K_OX*t2/eot2:.2f}")
print(f"Interlayer thickness if its k = {k_inter:.1f}: {inter_thickness:.3f} nm")
print(f"Blind test, k and b: {k_blind:.3f}, {b_blind:.4f} nm")
print(f"Grading: surface k {k_surface:.1f}, length {grade_length:.2f} nm")
print(f"Grading, extracted k: {k_graded:.3f}")
print(f"Grading, b from Poisson: {b_graded:.4f} nm")
print(f"Grading, b from formula: {b_graded_formula:.4f} nm")
print(f"Assumed errors, EOT and t: {sig_e:.2f}, {sig_t:.2f} nm")
print(f"Error of k, formula and sampling: {sig_k:.2f}, {k_s.std():.2f}")
print(f"Error of b, formula and sampling: {sig_b:.4f}, {b_s.std():.4f} nm")
print(f"Rounding range of k: {corners[:,0].min():.2f} to {corners[:,0].max():.2f}")
print(f"Rounding range of b: {corners[:,1].min():.4f} to {corners[:,1].max():.4f} nm")
print(f"Alternative k, thin and thick film: {k_thin:.2f}, {k_thick:.2f}")
print(f"Alternative b: {b_alt:.4f} nm")
print(f"Third film thickness: {t3:.2f} nm")
print(f"Third film EOT, straight line: {eot3:.3f} nm")
print(f"Third film EOT, alternative with thin-film k: {eot3_low:.3f} nm")
print(f"Third film EOT, alternative with thick-film k: {eot3_high:.3f} nm")
print(f"Silicon permittivity and charge depth: {k_si:.1f}, {depth:.2f} nm")
print(f"Uncorrected silicon: k {k_depth:.3f}, b {b_depth:.4f} nm")
print(f"Added to b by silicon: {b_depth-b:.4f} nm")
print(f"Voltage across insulator: {bias:.2f} V")
print(f"Fields, 3 nm film, oxide and high-k: {fields1[0]:.2f}, {fields1[1]:.2f} MV/cm")
print(f"Fields, 7 nm film, oxide and high-k: {fields2[0]:.2f}, {fields2[1]:.2f} MV/cm")
print(f"Barriers, oxide and high-k: {barrier_il:.2f}, {barrier_hk:.2f} eV")
print(f"Tunnel masses, oxide and high-k: {mass_il:.2f}, {mass_hk:.2f} m_e")
print(f"Attempt rate: {attempt_rate:.1e} 1/s")
print(f"Measuring frequency: {frequency:.1e} Hz")
print(f"Transmission, exponential: {trans[0]:.1e}, {trans[1]:.1e}")
print(f"Transmission, wave equation: {wave[0]:.1e}, {wave[1]:.1e}")
print(f"Tunnel leakage: {leak[0]:.1e}, {leak[1]:.1e} A/cm2")
print(f"Conductance/susceptance: {loss[0]:.1e}, {loss[1]:.1e}")
print("all assertions hold")
```

It prints:

```
Film thicknesses: 3.00, 7.00 nm
Equivalent oxide thicknesses: 1.00, 1.60 nm
Reference oxide permittivity: 3.9
Slope dEOT/dt: 0.1500
Extracted permittivity: 26.000
Interfacial contribution b: 0.5500 nm
High-k parts of EOT: 0.450, 1.050 nm
Capacitances: 3.453, 2.158 uF/cm2
Single-layer permittivities: 11.70, 17.06
Interlayer thickness if its k = 5.0: 0.705 nm
Blind test, k and b: 18.000, 0.6240 nm
Grading: surface k 6.0, length 0.30 nm
Grading, extracted k: 26.000
Grading, b from Poisson: 0.0660 nm
Grading, b from formula: 0.0660 nm
Assumed errors, EOT and t: 0.02, 0.10 nm
Error of k, formula and sampling: 1.53, 1.54
Error of b, formula and sampling: 0.0476, 0.0477 nm
Rounding range of k: 25.57 to 26.44
Rounding range of b: 0.5375 to 0.5625 nm
Alternative k, thin and thick film: 20.00, 23.04
Alternative b: 0.4150 nm
Third film thickness: 5.00 nm
Third film EOT, straight line: 1.300 nm
Third film EOT, alternative with thin-film k: 1.390 nm
Third film EOT, alternative with thick-film k: 1.261 nm
Silicon permittivity and charge depth: 11.7, 1.00 nm
Uncorrected silicon: k 26.000, b 0.8833 nm
Added to b by silicon: 0.3333 nm
Voltage across insulator: 1.00 V
Fields, 3 nm film, oxide and high-k: 10.00, 1.50 MV/cm
Fields, 7 nm film, oxide and high-k: 6.25, 0.94 MV/cm
Barriers, oxide and high-k: 3.10, 1.50 eV
Tunnel masses, oxide and high-k: 0.50, 0.15 m_e
Attempt rate: 1.0e+13 1/s
Measuring frequency: 1.0e+06 Hz
Transmission, exponential: 5.1e-08, 1.4e-14
Transmission, wave equation: 7.4e-08, 1.9e-14
Tunnel leakage: 1.8e+00, 2.9e-07 A/cm2
Conductance/susceptance: 5.6e-01, 2.6e-07
all assertions hold
```
